# Core-level $G_0W_0$ self-energies: contour deformation, analytic continuation and multiple roots, part 2

We seek the roots of the diagonal $G_0W_0$ quasiparticle equation for a core level, and their weights. The system is a closed shell in a finite basis, without relativity, with real orbitals of energies $\varepsilon_m$ ($i$ occupied, $a$ empty). Frequencies enter as energies, $E=\hbar\omega$, given in eV. For orbital $p$,
$$E=E_0+\Sigma(E),\qquad E_0=\varepsilon_p+\Sigma_x-v_{xc},\qquad \Sigma_x=-\sum_i(pi|ip). \tag{2}$$
Here $(pq|rs)$ are Coulomb integrals and $v_{xc}$ is the reference's exchange-correlation expectation value, including its exact-exchange fraction $\alpha$. With RPA excitation energies $\Omega_s$ and $W_m(z)=\sum_s2\Omega_sw_{ms}^2/(z^2-\Omega_s^2)$, the screened interaction minus the bare one, the pole sum is
$$\Sigma(E)=\sum_{i,s}\frac{w_{is}^2}{E-\varepsilon_i+\Omega_s}+\sum_{a,s}\frac{w_{as}^2}{E-\varepsilon_a-\Omega_s}\equiv\sum_k\frac{a_k}{E-d_k},\qquad a_k>0. \tag{5}$$
Contour deformation (CD) gives the same $\Sigma=I+R$. With $x_m=E-\varepsilon_m$,
$$I(E)=-\frac1\pi\sum_m\int_0^\infty d\nu\,W_m(i\nu)\frac{x_m}{x_m^2+\nu^2},\qquad R(E)=-\sum_{\varepsilon_i>E}W_i(\varepsilon_i-E)+\sum_{\varepsilon_a<E}W_a(E-\varepsilon_a). \tag{6}$$
At $x_m=0$ the integrand vanishes and half the residue is taken. $R_{1s}$ and $R_{\rm val}$ are the 1s and valence parts of $R$. By
$$\int_0^\infty\frac{x\,d\nu}{(x^2+\nu^2)(\Omega^2+\nu^2)}=\frac{x}{\Omega^2-x^2}\left[\frac{\pi}{2|x|}-\frac{\pi}{2\Omega}\right]=\frac{\pi\,\mathrm{sgn}\,x}{2\Omega(|x|+\Omega)}, \tag{7}$$
each pair $(m,s)$ adds $w_{ms}^2\,\mathrm{sgn}\,x_m/(|x_m|+\Omega_s)$ to $I$. The quadrature maps $\nu=\nu_0(1+t)/(1-t)$, with Gauss–Legendre nodes in $t$, after subtracting $W_m(0)\,b^2/(b^2+\nu^2)$ from $W_m(i\nu)$; its integral is added back analytically. An error $\delta\Sigma$ moves a root by $Z\,\delta\Sigma$ to first order, with $Z=1/(1-\Sigma')$.

Analytic continuation fits $\Sigma$ on $E=\mu+i\nu$, with $\mu$ at mid-gap, and evaluates the fit on the real axis. Take $n$ poles of total strength $\mu_0=\sum a_k$ in an interval of half-width $h$, at distance $r$ from $\mu$. Replacing them by a surrogate of $k<n$ poles, the Gauss nodes and weights of their strength distribution, changes $\Sigma$ by
$$|\Delta\Sigma(\mu+i\nu)|\le\frac{4\mu_0}{r}\left(\frac{h}{2r}\right)^{2k}. \tag{9}$$
Data with noise above this bound cannot distinguish the two.

### Roots and weights

Let $f(E)=E-E_0-\Sigma(E)$. From (5), $f'=1+\sum_ka_k/(E-d_k)^2>1$. Just above a pole $\Sigma\to+\infty$ and $f\to-\infty$, and just below the next one $f\to+\infty$. There is exactly one root between adjacent distinct poles, and one beyond each end. The function $G=1/f$ is rational with simple poles at the roots $E_\lambda$ and decays at infinity, so $G=\sum_\lambda Z_\lambda/(E-E_\lambda)$ with $Z_\lambda=1/f'(E_\lambda)\in(0,1)$, and $G\sim1/E$ gives $\sum_\lambda Z_\lambda=1$. Many roots always exist in a finite basis. We call the quasiparticle fragmented when every root has $Z<1/2$.

One pole shows how weight is shared. With $y=E-d$ and $\delta=E_0-d$, equation (2) becomes $y^2-\delta y-a=0$, so $y_\pm=\tfrac12(\delta\pm\sqrt{\delta^2+4a})$ and $a=-y_+y_-$. Then $Z_+=y_+^2/(y_+^2-y_+y_-)=y_+/(y_+-y_-)=\tfrac12[1+\delta/\sqrt{\delta^2+4a}]$. For $|\delta|\gg\sqrt a$ one root carries nearly all the weight, and for $\delta=0$ the weight splits evenly. The larger weight never falls below $1/2$, so fragmentation needs more than one pole. Several can lie near the solution, or one can lie near it while distant poles add a slope $s$ to $-\Sigma'$, which lowers the sum of the two weights from 1 to $1/(1+s)$.

The terms $m=1s$ of (5) have poles at $\varepsilon_{1s}-\Omega_s$, measured from the reference level $\varepsilon_{1s}$. When $\Omega_s$ is a valence excitation, the pole describes the core hole accompanied by that excitation. If the reference level lies far above the solution, these poles lie across it. The Hedin shift tests this with $W$ and the orbitals held fixed. Moving all $\varepsilon_m$ in $G_0$ by $\Delta$ turns $\Sigma(E)$ into $\Sigma(E-\Delta)$. Requiring $\varepsilon_{1s}+\Delta$ to solve (2) gives
$$\Delta=E_0-\varepsilon_{1s}+\Sigma(\varepsilon_{1s}),\qquad Z=\frac1{1-\Sigma'(\varepsilon_{1s})}, \tag{10}$$
and all $m=1s$ poles then lie at least the lowest $\Omega_s$ below the root.

### Worked example: oxygen 1s in water

The molecule is near its equilibrium geometry (rough values 96 pm and 104.5°), in cc-pVTZ with all electrons: 58 orbitals, 265 transitions, 4209 poles in the 1s self-energy from PBE. The references are PBE, PBE0 ($\alpha=0.25$) and the PBE hybrid with $\alpha=0.45$. The basis is not converged for core levels, so the digits serve comparisons within this model only. With cc-pCVTZ on oxygen the $\alpha=0.45$ root moves by $-0.7$ eV to $-539.25$ eV ($Z=0.71$), the leading PBE root by $-0.1$ eV to $-528.82$ eV ($Z=0.24$), and five PBE roots instead of six have $Z>0.05$. Energies are in eV.

| $\alpha$ | $\varepsilon_{1s}$ | $E_0$ | top pole | $E_1$ ($Z_1$) | $Z_2$ |
|---|---|---|---|---|---|
| 0 | −509.91 | −558.75 | −519.58 | −528.70 (0.242) | 0.129 |
| 0.25 | −522.38 | −558.81 | −534.83 | −533.89 (0.399) | 0.186 |
| 0.45 | −532.36 | −558.85 | −547.03 | −538.54 (0.724) | 0.036 |

"Top pole" is the highest pole below $\varepsilon_{1s}$, and roots are numbered by weight. It comes from a valence $m$ combined with a core excitation and has a strength below $10^{-3}$ eV². The highest $m=1s$ pole, of strength 0.9 to 1.0 eV², lies 0.08 to 0.14 eV lower, at $-519.66$, $-534.95$ and $-547.17$ eV. For PBE, $E_0=-509.91-132.55+83.71=-558.75$ eV, and for $\alpha=0.45$, $-532.36-132.70+106.21=-558.85$ eV. $E_0$ moves by 0.10 eV while $\varepsilon_{1s}$ moves by 22.45 eV and the top pole moves the same way, by 27.45 eV.

**Contour deformation.** At the leading PBE root $I+R_{1s}+R_{\rm val}=-16.096+45.145+1.009=30.058$ eV, and $E_1-E_0=30.05$ eV. At $\alpha=0.45$ the sum is $-17.461+37.284+0.494=20.317$ eV against $20.31$ eV. $I$ is negative because all $x_m<0$ in (7). The program asserts that three PBE roots and the $\alpha=0.45$ root, found from (6) inside brackets taken from the pole positions, match the pole-sum roots and weights. Without known poles the brackets must come from a scan in $E$. At $E=\varepsilon_{1s}$ the $m=1s$ term is $-W(0)/2=20.103$ eV and the full value is 20.083 eV, so the other orbitals add $-0.020$ eV. A core-valence separation that keeps only the 1s residue omits $R_{\rm val}$, and to first order it lowers the $\alpha=0.45$ root by $0.72\times0.494\approx0.36$ eV.

**Continuation.** The fit is a Thiele continued fraction $C(z)=c_0/(1+c_1(z-z_0)/(1+c_2(z-z_1)/(1+\dots)))$. Imposing $C(z_i)=\Sigma(z_i)$ and peeling off one level at a time gives $g_0(z_i)=\Sigma(z_i)$, $g_q(z_i)=[c_{q-1}-g_{q-1}(z_i)]/[(z_i-z_{q-1})g_{q-1}(z_i)]$ and $c_q=g_q(z_q)$. The data come from (5) in double precision and the recursion runs with 50 digits, so rounding in the recursion plays no part. The fit is limited by the precision of the data and by the number of points, at most 64 against 4209 poles, and the table does not separate the two. The nodes use the mapping above with scale 13.6 eV, and for the core also 544.2 eV. The table gives the absolute error of $\mathrm{Re}\,\Sigma$ in eV at the exact roots, as the worst of three roots for PBE.

| points | HOMO | 1s, PBE | 1s, $\alpha=0.45$ |
|---|---|---|---|
| 16 | $1.0\times10^{-3}$ | 22.5, 22.0 | 9.8, 8.9 |
| 32 | $1.0\times10^{-7}$ | 20.2, 26.3 | 4.5, 1.4 |
| 64 | $1.4\times10^{-8}$ | 22.1, 18.9 | 2.9, 2.1 |

The HOMO root, $-11.879$ eV with $Z=0.854$, is 8.6 eV from $\mu=-3.261$ eV and converges quickly. The core errors stay above 1 eV even for the single strong root at $\alpha=0.45$. Only their order of magnitude is meaningful, since a relative change of $3\times10^{-16}$ in the data moves the 32-point core entries by 0.1 to 1 eV. The asserted limits are an error below 0.01 eV for the HOMO, above 0.5 eV for the PBE core, and above ten times the HOMO error at $\alpha=0.45$.

For (9) the 62 PBE poles within 100 eV below $\varepsilon_{1s}$ have $\mu_0=587.6$ eV², $h=44.99$ eV and $r=-3.261+519.58=516.32$ eV. Then $4\mu_0/r=4.55$ eV and $h/2r=0.0436$. The bound is $4.55\times0.0436^4=1.6\times10^{-5}$ eV for $k=2$ and $5.9\times10^{-11}$ eV for $k=4$, and the actual changes on the axis are $2.8\times10^{-6}$ and $5.2\times10^{-12}$ eV. At the three leading roots the same replacements change $\Sigma$ by up to 51.79 and 55.62 eV. The program asserts both the bound and a real-axis change above 0.5 eV. The leading root of the surrogate is $-528.46$ eV with $Z=0.493$ for $k=2$, and $-526.31$ eV with $Z=0.351$ for $k=4$. The first is only 0.24 eV from the exact leading root but has twice its weight, and the second is 2.4 eV away. Data with noise of $10^{-11}$ eV thus leave the root uncertain by at least 2 eV. For the cleaner data of the Padé table, (9) gives $4.55\times0.0436^{12}\approx2\times10^{-16}$ eV at $k=6$, so six poles can stand in for 62 at about the rounding level. The root error of that surrogate was not computed. The table shows that fits of up to 64 points to double-precision data fail, not that rounding of the data is the sole cause.

**Fragmentation.** Between $-654.9$ and $-494.9$ eV the PBE equation has 95 roots with $\sum Z=0.96551$. The integral $(1/2\pi i)\oint G\,dz$ around the window gives 0.96551 and is asserted to agree within $10^{-4}$, so no root of larger weight was missed. The six roots with $Z>0.05$ lie at $-525.00$, $-528.70$, $-555.04$, $-566.20$, $-577.74$ and $-580.66$ eV. The leading one, $-528.70$ eV ($-84.71$ aJ), is 9.84 eV above the $\alpha=0.45$ result, $-538.54$ eV ($-86.28$ aJ). A PBE root at $-538.45$ eV falls within 0.1 eV of the latter but carries $Z=0.035$, so closeness to an expected energy does not identify a quasiparticle.

The $m=1s$ terms hold 0.982 of the pole strength in the 100 eV window (asserted above 0.8). The Hedin shift is $\Delta=-558.75+509.91+20.083=-28.76$ eV. It gives one dominant root at $-509.91-28.76=-538.67$ eV ($-86.31$ aJ) with $Z=0.730$, the next weight being 0.038. With PBE screening and orbitals unchanged, moving the poles restores the quasiparticle. One root also dominates at $\alpha=0.45$, where $\varepsilon_{1s}$ lies 22.45 eV lower than in PBE, its distance to the highest $m=1s$ pole is 14.81 eV instead of 9.75 eV, and the root lies 8.6 eV above that pole. Both outcomes, and $Z_1<1/2$ from PBE, are asserted. The shift moves the poles of all $m$, so the attribution to $m=1s$ rests on the strength share alone. That share does not show which $m$ the weak poles next to the leading root belong to, and this was not tested.

The output also shows that the strongest poles in the 100 eV window are not the ones that drain the leading PBE root most. The six strongest in the window lie between $-541.68$ and $-609.38$ eV, all below it. At $-528.70$ eV the slope is $-\Sigma'=1/0.2415-1=3.14$. The six contribute $38.4/12.98^2+84.3/19.11^2+100.7/32.83^2+58.6/43.39^2+45.2/46.67^2+81.9/80.68^2=0.62$. By (10) the total slope at $\varepsilon_{1s}$ is $1/0.730-1=0.37$. In going down 18.8 eV, terms from poles above $\varepsilon_{1s}$ shrink and terms from poles more than 100 eV below grow by at most $(100/81.2)^2=1.52$, so all poles outside the window give at most 0.56. At least $3.14-0.62-0.56\approx2.0$ comes from the weaker poles in the window, and the one-root-per-interval rule places at least one pole between $-528.70$ and $-525.00$ eV.

PBE0 is fragmented too. Its two leading roots, $-533.885$ and $-535.463$ eV, lie on either side of the $m=1s$ pole at $-534.95$ eV. One pole on a linear background would give $Z_+/Z_-=y_+/|y_-|$, since the background scales both weights alike. The computed ratio is $0.399/0.186\approx2.1$. The pole at $-534.95$ eV gives $y_+/|y_-|\approx1.07/0.51\approx2.1$, in line with the one-pole picture. The ratio is sensitive to which pole is used: the nearly strengthless top pole at $-534.83$ eV would give 1.5.

These results hold for this molecule, basis and diagonal $G_0W_0$. The $\alpha$ at which one root dominates depends on $E_0-\varepsilon_{1s}$ and on the excitation spectrum of the system. In an extended system the poles merge into a continuum. Inside it there are no separate roots to count, and a spectral function takes their place, a case not treated here.

## Table of computed values

```
H2O r(OH) = 96.0 pm, angle = 104.5 deg, cc-pVTZ: 58 orbitals, 265 transitions
quadrature: 64 points, nu0 = 40.817 eV, b = 27.211 eV
alpha=0.0: e1s -509.91, Sx -132.55, vxc -83.71, E0 -558.75, top pole -519.58 eV
  E1 -528.696 eV = -84.706 aJ, Z1 0.242; E2 -525.001 eV, Z2 0.129; roots Z>0.05: 6
alpha=0.25: e1s -522.38, Sx -132.64, vxc -96.20, E0 -558.81, top pole -534.83 eV
  E1 -533.885 eV = -85.538 aJ, Z1 0.399; E2 -535.463 eV, Z2 0.186; roots Z>0.05: 2
alpha=0.45: e1s -532.36, Sx -132.70, vxc -106.21, E0 -558.85, top pole -547.03 eV
  E1 -538.536 eV = -86.283 aJ, Z1 0.724; E2 -580.529 eV, Z2 0.036; roots Z>0.05: 1
PBE: eHOMO -6.761, eLUMO 0.238, mu -3.261, lowest Omega 7.505 eV; 1s poles 4209
W_1s1s(0): linear solve -40.2065 eV, finite field -40.2065 eV
CD vs pole sum, 8 energies, worst |diff|/(1 hartree+|Sigma|) = 2.0e-12
CD PBE root -528.6963 eV, Z 0.2415: I -16.096, R(1s) 45.145, R(valence) 1.009 eV
CD PBE root -525.0013 eV, Z 0.1288: I -16.760, R(1s) 49.168, R(valence) 1.345 eV
CD PBE root -555.0394 eV, Z 0.0741: I -12.852, R(1s) 15.820, R(valence) 0.747 eV
CD PBEh45 root -538.5360 eV, Z 0.7245: I -17.461, R(1s) 37.284, R(valence) 0.494 eV
window -654.9..-494.9 eV: 95 roots, sum Z 0.96551, contour 0.96551
  PBE root -525.001 eV, Z 0.129
  PBE root -528.696 eV, Z 0.242
  PBE root -538.447 eV, Z 0.035
  PBE root -555.039 eV, Z 0.074
  PBE root -565.119 eV, Z 0.045
  PBE root -566.203 eV, Z 0.053
  PBE root -577.741 eV, Z 0.063
  PBE root -580.664 eV, Z 0.056
poles within 100 eV below e1s: 62, strength share of m=1s 0.982
  pole -541.68 eV (e1s - 31.77 eV), strength 38.4 eV^2
  pole -547.81 eV (e1s - 37.89 eV), strength 84.3 eV^2
  pole -561.53 eV (e1s - 51.62 eV), strength 100.7 eV^2
  pole -572.09 eV (e1s - 62.18 eV), strength 58.6 eV^2
  pole -575.37 eV (e1s - 65.46 eV), strength 45.2 eV^2
  pole -609.38 eV (e1s - 99.47 eV), strength 81.9 eV^2
Hedin shift -28.760 eV, Sigma(e1s) 20.083 eV
  root -538.671 eV = -86.305 aJ, Z1 0.730, Z2 0.038
PBE HOMO root -11.8790 eV, Z 0.854
Pade |Re Sigma error| at exact roots (eV), node scales 13.6 and 544.2 eV
  N=16: HOMO 1.0e-03; 1s PBE(worst of 3) 22.47, 21.96; 1s PBEh45 9.75e+00, 8.85e+00
  N=32: HOMO 1.0e-07; 1s PBE(worst of 3) 20.18, 26.33; 1s PBEh45 4.51e+00, 1.36e+00
  N=64: HOMO 1.4e-08; 1s PBE(worst of 3) 22.14, 18.85; 1s PBEh45 2.91e+00, 2.13e+00
mu0 587.6 eV^2, h 44.99 eV, r 516.32 eV, h/2r 0.0436
k=2: imag-axis change 2.8e-06 eV, bound 1.6e-05 eV, real-axis change 51.79 eV
  surrogate leading root -528.46 eV, Z 0.493
k=4: imag-axis change 5.2e-12 eV, bound 5.9e-11 eV, real-axis change 55.62 eV
  surrogate leading root -526.31 eV, Z 0.351
```
